**Stationary nudged bands compared with steepest-descent paths**

The program tests that a band with perpendicular physical force −Q∇V and tangential spring force is stationary on a steepest-descent path that does not depend on the uniform spring constant k. Here V is the potential energy, τ the unit tangent of the band, and Q = 1 − ττᵀ the projector normal to it. The reference path is found without a band, by locating the saddle of a two-coordinate model and integrating steepest descent to both minima. The program asserts that bands with k = 0.1, 1 and 10 eV/Å² coincide within 10⁻⁶ Å, that the path error falls by more than a factor of three when the number of segments doubles from 32 to 64, and that graded springs change the spacing while the images stay within 10⁻³ Å of the path. It also asserts that a climbing image reaches the saddle, that its tangent matches the unstable eigenvector, and that the Jacobian of the projected force is not symmetric. The output gives a barrier of 0.6037 eV and an error ratio of 4.03. Plain elastic bands, which keep the full spring force, have largest distances of 0.16 to 0.24 Å from the path, depending on k. The program asserts that their first integral is constant within 0.02 eV and that the normal force balance at the top holds within 5 %. A second model shows a straight stationary band over a maximum at 1 eV, which after a small sideways displacement relaxes to a first-order saddle at 0.4375 eV.

## Verification by program

```python
"""
Result under test: a band of images whose force is
    F = -(grad V)_perpendicular + (change of spring tension) * tangent
is stationary only on a curve whose tangent is parallel to grad V. The curve
does not depend on the spring constant k, which affects only image spacing.
It is a minimum-energy path if transverse curvatures at its interior critical
points are positive.
Model: V = E0 (1-x^2/a^2)^2 + g x/a + (K/2) [y - c(1-x^2/a^2)]^2
Energies in eV, lengths in angstrom, spring constants in eV/angstrom^2.
The reference path comes from steepest descent, without any band.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import root

E0, g_tilt, a, c, K = 0.5, 0.1, 1.5, 1.0, 4.0


def energy(R):
    x, y = R[..., 0], R[..., 1]
    w = 1 - (x / a)**2
    return E0 * w**2 + g_tilt * x / a + 0.5 * K * (y - c * w)**2


def gradient(R):
    x, y = R[..., 0], R[..., 1]
    w = 1 - (x / a)**2
    q = y - c * w
    gx = -4 * E0 * w * x / a**2 + g_tilt / a + 2 * K * q * c * x / a**2
    return np.stack([gx, K * q], axis=-1)


def hessian(point, grad):
    h = 1e-5
    H = np.array([(grad(point + h * e) - grad(point - h * e)) / (2 * h)
                  for e in np.eye(2)])
    return 0.5 * (H + H.T)


def critical_point(guess, grad):
    p = root(grad, guess, tol=1e-13).x
    assert np.max(np.abs(grad(p))) < 1e-9
    return p


def spacings(R):
    return np.linalg.norm(np.diff(R, axis=0), axis=1)


def central_tangents(R):
    t = R[2:] - R[:-2]
    return t / np.linalg.norm(t, axis=1)[:, None]


def projected_force(R, k, grad=gradient, climber=None):
    """Force on interior images; k is one number or one value per segment."""
    t = central_tangents(R)
    g = grad(R[1:-1])
    g_par = np.sum(g * t, axis=1)
    F = -g + (g_par + np.diff(k * spacings(R)))[:, None] * t
    if climber is not None:
        j = climber - 1
        F[j] = -g[j] + 2 * g_par[j] * t[j]
    return F


def plain_force(R, k):
    return -gradient(R[1:-1]) + k * (R[2:] + R[:-2] - 2 * R[1:-1])


def jacobian(R, force):
    h, n = 1e-5, 2 * (len(R) - 2)
    J = np.empty((n, n))
    for m in range(n):
        up, down = R.copy(), R.copy()
        up[1 + m // 2, m % 2] += h
        down[1 + m // 2, m % 2] -= h
        J[:, m] = (force(up) - force(down)).ravel() / (2 * h)
    return J


def newton(R, force):
    R = R.copy()
    for _ in range(100):
        F = force(R)
        if np.max(np.abs(F)) < 1e-11:
            return R
        step = np.linalg.solve(jacobian(R, force), -F.ravel())
        step *= min(1.0, 0.1 / np.max(np.abs(step)))
        R[1:-1] += step.reshape(-1, 2)
    raise AssertionError("band did not become stationary")


def relax(R, force, dt, steps):
    R = R.copy()
    for _ in range(steps):
        R[1:-1] += dt * force(R)
    return R


def straight(A, B, n):
    return A + np.linspace(0, 1, n + 1)[:, None] * (B - A)


# Critical points and a check of the analytic gradient
A = critical_point(np.array([-a, 0.0]), gradient)
B = critical_point(np.array([a, 0.0]), gradient)
S = critical_point(np.array([0.0, c]), gradient)
probe = np.array([0.43, 0.71])
numeric = [(energy(probe + 1e-5 * e) - energy(probe - 1e-5 * e)) / 2e-5
           for e in np.eye(2)]
assert np.allclose(numeric, gradient(probe), atol=1e-8)
eig_S, vec_S = np.linalg.eigh(hessian(S, gradient))
assert eig_S[0] < 0 < eig_S[1]
assert min(np.linalg.eigvalsh(hessian(A, gradient))) > 0
assert min(np.linalg.eigvalsh(hessian(B, gradient))) > 0
barrier = energy(S) - energy(A)

# Reference path: steepest descent from both sides of the saddle
branches = []
for sign in (-1, 1):
    sol = solve_ivp(lambda t, r: -gradient(r), (0, 80),
                    S + sign * 1e-5 * vec_S[:, 0], method="DOP853",
                    t_eval=np.linspace(0, 80, 20001), rtol=1e-10, atol=1e-12)
    assert sol.success
    branches.append(sol.y.T)
branches.sort(key=lambda b: b[-1, 0])
assert np.linalg.norm(branches[0][-1] - A) < 1e-6
assert np.linalg.norm(branches[1][-1] - B) < 1e-6
reference = np.vstack([branches[0][::-1], S, branches[1]])
ref_length = spacings(reference).sum()


def distances(R):
    """Distance of each interior image from the reference polyline."""
    p, v = reference[:-1], np.diff(reference, axis=0)
    vv = np.maximum(np.sum(v * v, axis=1), 1e-300)
    out = []
    for r in R[1:-1]:
        f = np.clip(np.sum((r - p) * v, axis=1) / vv, 0, 1)
        out.append(np.min(np.linalg.norm(r - p - f[:, None] * v, axis=1)))
    return np.array(out)


def projected_band(n, k):
    force = lambda R: projected_force(R, k)
    return newton(relax(straight(A, B, n), force, 0.02, 3000), force)


print(f"E0={E0} eV, g={g_tilt} eV, a={a} A, c={c} A, K={K} eV/A^2")
print(f"minimum A: x={A[0]:.4f} y={A[1]:.4f} A, V={energy(A):.5f} eV")
print(f"minimum B: x={B[0]:.4f} y={B[1]:.4f} A, V={energy(B):.5f} eV")
print(f"saddle: x={S[0]:.5f} y={S[1]:.5f} A, V={energy(S):.5f} eV")
print(f"saddle Hessian eigenvalues: {eig_S[0]:.4f}, {eig_S[1]:.4f} eV/A^2")
print(f"barrier from A: {barrier:.5f} eV = {1000 * barrier:.2f} meV")
print(f"barrier from B: {energy(S) - energy(B):.5f} eV")
print(f"steepest-descent path length: {ref_length:.4f} A")

# Independence of a uniform spring constant
k_values = (0.1, 1.0, 10.0)
bands = [projected_band(32, k) for k in k_values]
print("projected bands, 32 segments, each started from a straight line:")
for k, R in zip(k_values, bands):
    d = spacings(R)
    assert np.ptp(d) < 1e-6
    print(f" k={k:4.1f} eV/A^2: spacing {d.mean():.6f} A, "
          f"highest image {energy(R).max() - energy(A):.6f} eV above A")
k_shift = max(np.max(np.abs(R - bands[1])) for R in bands)
assert k_shift < 1e-6
print(f"largest coordinate change with k below 1e-6 A: {k_shift < 1e-6}")

# Convergence to the steepest-descent path
rms = {}
for n in (16, 32, 64):
    R = bands[1] if n == 32 else projected_band(n, 1.0)
    rms[n] = np.sqrt(np.mean(distances(R)**2))
    print(f" {n} segments: rms distance from descent path {rms[n]:.3e} A")
assert rms[64] < 1e-3 and rms[32] / rms[64] > 3
assert abs(spacings(R).sum() - ref_length) < 5e-3
print(f"error ratio 32 to 64 segments: {rms[32] / rms[64]:.2f}")

# Graded springs: same curve, different spacing
k_graded = np.linspace(1.0, 3.0, 64)
R = projected_band(64, k_graded)
d = spacings(R)
graded_error = distances(R).max()
assert graded_error < 1e-3 and abs(d[0] / d[-1] - 3) < 1e-5
print(f"graded k from {k_graded[0]:.0f} to {k_graded[-1]:.0f} eV/A^2: "
      f"first spacing {d[0]:.5f} A, last {d[-1]:.5f} A")
print(f" largest distance from descent path: {graded_error:.3e} A")

# Climbing image, and tangent as Hessian eigenvector
top = int(np.argmax(energy(bands[1])))
R = newton(bands[1], lambda X: projected_force(X, 1.0, climber=top))
overlap = abs(central_tangents(R)[top - 1] @ vec_S[:, 0])
assert np.linalg.norm(R[top] - S) < 1e-8 and overlap > 0.9999
print(f"climbing image: x={R[top, 0]:.5f} y={R[top, 1]:.5f} A, "
      f"barrier {energy(R[top]) - energy(A):.5f} eV")
print(f" overlap of tangent and unstable eigenvector: {overlap:.7f}")

# The projected force is not the gradient of a band energy
J = jacobian(bands[1], lambda X: projected_force(X, 1.0))
asym = np.linalg.norm(J - J.T) / np.linalg.norm(J)
J = jacobian(bands[1], lambda X: plain_force(X, 1.0))
asym_plain = np.linalg.norm(J - J.T) / np.linalg.norm(J)
assert asym > 0.01 and asym_plain < 1e-6
print(f"relative Jacobian asymmetry, projected force: {asym:.3f}")

# Plain bands: gradient flow with implicit springs, then Newton
n, dt = 128, 0.1
lap = 2 * np.eye(n - 1) - np.eye(n - 1, k=1) - np.eye(n - 1, k=-1)
plain_error = {}
print(f"plain bands, {n} segments:")
for k in (80.0, 160.0, 1600.0):
    inverse = np.linalg.inv(np.eye(n - 1) + dt * k * lap)
    R = straight(A, B, n)
    ends = np.zeros((n - 1, 2))
    ends[0], ends[-1] = A, B
    for _ in range(4000):
        R[1:-1] = inverse @ (R[1:-1] - dt * gradient(R[1:-1]) + dt * k * ends)
    force = lambda X: plain_force(X, k)
    R = newton(R, force)
    J = jacobian(R, force)
    assert np.linalg.eigvalsh(-0.5 * (J + J.T))[0] > 0
    d, V = spacings(R), energy(R)
    integral = 0.5 * k * d**2 - 0.5 * (V[1:] + V[:-1])
    assert np.ptp(integral) < 0.02  # finite image spacing
    j = int(np.argmax(V))
    s = np.concatenate([[0], np.cumsum(d)])
    curve = CubicSpline(s, R)
    r1, r2 = curve(s[j], 1), curve(s[j], 2)
    kappa = abs(r1[0] * r2[1] - r1[1] * r2[0]) / np.linalg.norm(r1)**3
    t = r1 / np.linalg.norm(r1)
    g = gradient(R[j])
    g_perp = np.linalg.norm(g - (g @ t) * t)
    predicted = 2 * kappa * (V[j] + integral[0])
    assert abs(g_perp / predicted - 1) < 0.05  # finite image spacing
    plain_error[k] = distances(R).max()
    print(f" k={k:.0f} eV/A^2: largest distance from descent path "
          f"{plain_error[k]:.4f} A")
    print(f"  highest image {V[j] - energy(A):.4f} eV above A; "
          f"spacing min {d.min():.5f}, max {d.max():.5f} A")
    print(f"  first integral {integral[0]:.4f} eV, "
          f"spread {np.ptp(integral):.4f} eV")
    print(f"  normal gradient at top {g_perp:.4f}, "
          f"predicted {predicted:.4f} eV/A")
assert min(plain_error.values()) > 0.02
assert 0.8 < plain_error[80.0] / plain_error[160.0] < 1.25

# A stationary band that is not a minimum-energy path
A_ring, G = 1.0, 0.5


def ring_energy(R):
    x, y = R[..., 0], R[..., 1]
    return A_ring * (x**2 + y**2 - 1)**2 + G * y**2


def ring_gradient(R):
    x, y = R[..., 0], R[..., 1]
    w = 4 * A_ring * (x**2 + y**2 - 1)
    return np.stack([w * x, w * y + 2 * G * y], axis=-1)


line = straight(np.array([-1.0, 0.0]), np.array([1.0, 0.0]), 16)
ring_force = lambda X: projected_force(X, 5.0, ring_gradient)
assert np.max(np.abs(ring_force(line))) < 1e-12
eig_ridge = np.linalg.eigvalsh(hessian(np.zeros(2), ring_gradient))
assert eig_ridge[1] < 0
side = critical_point(np.array([0.0, 0.8]), ring_gradient)
eig_side = np.linalg.eigvalsh(hessian(side, ring_gradient))
assert eig_side[0] < 0 < eig_side[1]
bent = line.copy()
bent[1:-1, 1] += 0.1 * np.sin(np.pi * np.arange(1, 16) / 16)
bent = relax(bent, ring_force, 0.01, 6000)
assert abs(ring_energy(bent[8]) - ring_energy(side)) < 1e-6
print(f"ridge model: A={A_ring} eV/A^4, G={G} eV/A^2, k=5 eV/A^2")
print(f" straight stationary band: top {ring_energy(line[8]):.4f} eV, "
      f"Hessian {eig_ridge[0]:.3f}, {eig_ridge[1]:.3f} eV/A^2")
print(f" side saddle: y={side[1]:.4f} A, V={ring_energy(side):.4f} eV, "
      f"Hessian {eig_side[0]:.3f}, {eig_side[1]:.3f} eV/A^2")
print(f" middle image after 0.1 A bend and relaxation: "
      f"{ring_energy(bent[8]):.4f} eV")

print("verified")
```

It prints:

```
E0=0.5 eV, g=0.1 eV, a=1.5 A, c=1.0 A, K=4.0 eV/A^2
minimum A: x=-1.5362 y=-0.0488 A, V=-0.10122 eV
minimum B: x=1.4610 y=0.0513 A, V=0.09872 eV
saddle: x=0.07519 y=0.99749 A, V=0.50250 eV
saddle Hessian eigenvalues: -0.8790, 4.0146 eV/A^2
barrier from A: 0.60372 eV = 603.72 meV
barrier from B: 0.40379 eV
steepest-descent path length: 3.7831 A
projected bands, 32 segments, each started from a straight line:
 k= 0.1 eV/A^2: spacing 0.118199 A, highest image 0.603473 eV above A
 k= 1.0 eV/A^2: spacing 0.118199 A, highest image 0.603473 eV above A
 k=10.0 eV/A^2: spacing 0.118199 A, highest image 0.603473 eV above A
largest coordinate change with k below 1e-6 A: True
 16 segments: rms distance from descent path 1.766e-04 A
 32 segments: rms distance from descent path 4.382e-05 A
 64 segments: rms distance from descent path 1.087e-05 A
error ratio 32 to 64 segments: 4.03
graded k from 1 to 3 eV/A^2: first spacing 0.10724 A, last 0.03575 A
 largest distance from descent path: 6.495e-05 A
climbing image: x=0.07519 y=0.99749 A, barrier 0.60372 eV
 overlap of tangent and unstable eigenvector: 0.9999997
relative Jacobian asymmetry, projected force: 0.453
plain bands, 128 segments:
 k=80 eV/A^2: largest distance from descent path 0.1604 A
  highest image 0.6535 eV above A; spacing min 0.00003, max 0.12813 A
  first integral 0.1012 eV, spread 0.0041 eV
  normal gradient at top 0.6470, predicted 0.6462 eV/A
 k=160 eV/A^2: largest distance from descent path 0.1607 A
  highest image 0.6551 eV above A; spacing min 0.00048, max 0.09055 A
  first integral 0.1012 eV, spread 0.0021 eV
  normal gradient at top 0.6434, predicted 0.6429 eV/A
 k=1600 eV/A^2: largest distance from descent path 0.2402 A
  highest image 0.7193 eV above A; spacing min 0.01882, max 0.03540 A
  first integral 0.3846 eV, spread 0.0004 eV
  normal gradient at top 0.9627, predicted 0.9625 eV/A
ridge model: A=1.0 eV/A^4, G=0.5 eV/A^2, k=5 eV/A^2
 straight stationary band: top 1.0000 eV, Hessian -4.000, -3.000 eV/A^2
 side saddle: y=0.8660 A, V=0.4375 eV, Hessian -1.000, 6.000 eV/A^2
 middle image after 0.1 A bend and relaxation: 0.4375 eV
verified
```
